\section*{Depth variance of an ion implant with a tilted beam, part 2}

A parallel ion beam enters a flat target at a tilt $\theta$, measured from the inward surface normal, with $0\le\theta<90^\circ$. The problem is to find how the implanted ions are distributed in depth. Lengths are in nm, fluence and dose in cm$^{-2}$, and concentration in cm$^{-3}$. Small-angle expansions take angles in radians.

The displacement of an ion from its point of entry to its point of rest has surface-frame components $(x,y,z)$. Depth $z$ is positive into the target, $x$ lies in the surface along the projection of the beam, and $y$ lies in the surface at right angles to $x$. In the beam frame, $s$ is the displacement along the original beam direction, $v$ is the displacement across the beam in the plane of tilt, and $w$ is the displacement along $y$. The two frames are related by $z=s\cos\theta-v\sin\theta$ and $x=s\sin\theta+v\cos\theta$.

Angle brackets denote an average over many ions, and a spread is a standard deviation. The mean of $s$ is $R_p$, its deviation is $\delta=s-R_p$, and its variance is $\sigma_L^2$. The variance of $v$ is $\sigma_T^2$. The radial distance from the beam axis is $\rho=\sqrt{v^2+w^2}$, with $\langle\rho^2\rangle=2\sigma_T^2$.

In a uniform amorphous target without surface losses, the distribution is symmetric about the beam, so $\langle v\rangle=0$ and $\langle\delta v\rangle=0$. The moments $R_p$, $\sigma_L$ and $\sigma_T$ then do not depend on the tilt and can be taken from normal incidence. The mean depth and the depth variance are
\begin{equation}
\langle z\rangle=R_p\cos\theta,\qquad
\sigma_z^2=\sigma_L^2\cos^2\theta+\sigma_T^2\sin^2\theta .
\label{eq:recall}
\end{equation}
The variance along the surface in the $x$ direction is
\begin{equation}
\sigma_x^2=\sigma_L^2\sin^2\theta+\sigma_T^2\cos^2\theta .
\label{eq:x}
\end{equation}
Neither variance formula assumes a Gaussian shape.

\subsection{From one ion to a uniformly irradiated surface}

Let $\Phi$ be the fluence, the number of ions per unit area of a plane normal to the beam. A surface area $A$ presents the area $A\cos\theta$ to the beam and receives $\Phi A\cos\theta$ ions. The dose per unit surface area is therefore
\begin{equation}
D=\Phi\cos\theta .
\end{equation}
If a machine reports the dose per unit surface area, that number is already $D$ and must not be multiplied by $\cos\theta$ again.

Let $g(x,y,z)$ be the probability density of the displacement of one ion from its point of entry. Ions entering at $(x_0,y_0)$ contribute to the concentration at $(X,Y,z)$ through the displacement $(X-x_0,Y-y_0,z)$. For uniform irradiation of a wide surface,
\begin{align}
N(z)&=D\int_{-\infty}^{\infty}\!\int_{-\infty}^{\infty}
g(X-x_0,Y-y_0,z)\,dx_0\,dy_0\nonumber\\
&=D\int_{-\infty}^{\infty}\!\int_{-\infty}^{\infty}g(x,y,z)\,dx\,dy
=D\,p(z).
\label{eq:profile}
\end{align}
The second line uses $x=X-x_0$ and $y=Y-y_0$; each change of sign in the differential is cancelled by the exchange of the limits. The function $p(z)$ is the probability density of depth for one ion. The variance of the model profile $N(z)$ is thus the single-ion variance in Eq.~(\ref{eq:recall}), and the factor $\cos\theta$ in the dose changes the height of the profile but not its width.

Near the edge of a thin mask that stops every ion striking it, the integral covers only the open part of the surface. If the mask has height $h$ and lies on the side from which the beam comes, it also shadows a strip of width $h\tan\theta$ beside an edge parallel to the $y$ axis, and that strip must be left out of the integral. For a straight edge parallel to the $y$ axis, the result then depends on the joint density of $x$ and $z$, including their covariance, and not on $p(z)$ alone. For an edge parallel to the $x$ axis, the joint density of $y$ and $z$ takes its place.

\subsection{Gaussian profile}

A variance does not fix a shape. If $s$ and $v$ are modelled as independent Gaussian variables, the shape follows from the average of $e^{ikz}$, where $k$ is a real parameter:
\begin{align}
\langle e^{ikz}\rangle
&=\langle e^{iks\cos\theta}\rangle\langle e^{-ikv\sin\theta}\rangle\nonumber\\
&=e^{ikR_p\cos\theta-k^2\sigma_L^2\cos^2\theta/2}\;
e^{-k^2\sigma_T^2\sin^2\theta/2}\nonumber\\
&=e^{ik\langle z\rangle-k^2\sigma_z^2/2}.
\end{align}
Independence permits the factorization, and each factor is the standard average for a Gaussian variable. The last line is the same average for a Gaussian of mean $\langle z\rangle$ and variance $\sigma_z^2$, and this average determines the distribution. Hence
\begin{equation}
N(z)=\frac{\Phi\cos\theta}{\sqrt{2\pi}\,\sigma_z}
\exp\!\left[-\frac{(z-\langle z\rangle)^2}{2\sigma_z^2}\right].
\label{eq:gauss}
\end{equation}
The part of this unbounded distribution that lies above the surface is
\begin{equation}
F_{\rm above}=\int_{-\infty}^{0}p(z)\,dz
=\frac12\,\mathrm{erfc}\!\left(\frac{\langle z\rangle}{\sqrt2\,\sigma_z}\right).
\label{eq:above}
\end{equation}
It should be evaluated whenever Eq.~(\ref{eq:gauss}) is used, because a large value shows that the neglect of the surface is no longer harmless.

\subsection{Worked example}

Take the round model values $R_p=100$ nm, $\sigma_L=35$ nm, $\sigma_T=25$ nm and $\Phi=1.0\times10^{14}$ cm$^{-2}$. At $\theta=60^\circ$, $\cos^2\theta=0.25$ and $\sin^2\theta=0.75$. The mean depth is $100\times0.5=50$ nm, and
\begin{align}
\sigma_z^2&=35^2\times0.25+25^2\times0.75\nonumber\\
&=306.25+468.75=775\ \mathrm{nm}^2,\\
\sigma_z&=27.84\ \mathrm{nm}.
\end{align}
The lateral term is the larger of the two. Using the mean square radial distance $\langle\rho^2\rangle$ in place of $\sigma_T^2$ would double it and give $\sqrt{306.25+937.5}=35.27$ nm, which is 27\% too large relative to the correct spread.

The surface dose is $5.0\times10^{13}$ cm$^{-2}$. With $27.84$ nm $=2.784\times10^{-6}$ cm, the peak concentration is
\begin{equation}
N_{\max}=\frac{5.0\times10^{13}}{2.507\times2.784\times10^{-6}}
\approx7.2\times10^{18}\ \mathrm{cm}^{-3}.
\end{equation}
At normal incidence the peak is $1.14\times10^{19}$ cm$^{-3}$. The tilt halves the dose, which lowers the peak, and narrows the profile by the factor $27.84/35$, which raises it. Together they give $0.5\times35/27.84=0.63$ of the untilted peak. Other tilts give the following values.

\begin{center}
\begin{tabular}{ccccc}
$\theta$ & $\langle z\rangle$ (nm) & $\sigma_z$ (nm) & $\sigma_x$ (nm) & $F_{\rm above}$\\
\hline
$0^\circ$ & 100.0 & 35.0 & 25.0 & 0.2\%\\
$30^\circ$ & 86.6 & 32.8 & 27.8 & 0.4\%\\
$45^\circ$ & 70.7 & 30.4 & 30.4 & 1.0\%\\
$60^\circ$ & 50.0 & 27.8 & 32.8 & 3.6\%
\end{tabular}
\end{center}

At $45^\circ$ the depth and surface spreads are equal because $\sin^2\theta=\cos^2\theta$. The part above the surface grows with tilt because the mean depth falls faster than the spread.

\subsection{Skewness}

A profile model with an asymmetry parameter needs the third central moment. Cubing $z-\langle z\rangle=\delta\cos\theta-v\sin\theta$ gives
\begin{align}
(z-\langle z\rangle)^3={}&\delta^3\cos^3\theta
-3\delta^2v\cos^2\theta\sin\theta\nonumber\\
&+3\delta v^2\cos\theta\sin^2\theta-v^3\sin^3\theta .
\end{align}
Symmetry about the beam removes the averages with an odd power of $v$, so
\begin{equation}
\langle(z-\langle z\rangle)^3\rangle
=\langle\delta^3\rangle\cos^3\theta
+3\langle\delta v^2\rangle\cos\theta\sin^2\theta .
\label{eq:third}
\end{equation}
The second average measures how lateral width varies with range. It is positive if ions that travel farther along the beam also spread more across it. The skewness at normal incidence is therefore not enough to predict the skewness at a tilt. Equation~(\ref{eq:third}) was tested by quadrature together with the variance.

\subsection{Spread in the beam direction}

If the tilt varies slightly from ion to ion, ions of different tilt have different mean depths. Splitting the total variance into the average variance at fixed tilt and the variance of the mean gives
\begin{equation}
\sigma_{\rm tot}^2=\overline{\sigma_z^2(\theta)}
+R_p^2\,\mathrm{Var}(\cos\theta),
\end{equation}
where the bar and the variance refer to the ions that enter the target. For $\theta=\theta_0+\epsilon$, with $\overline\epsilon=0$ and a spread small compared with $\theta_0$, $\cos\theta\approx\cos\theta_0-\epsilon\sin\theta_0$. The second term is then $R_p^2\,\overline{\epsilon^2}\sin^2\theta_0$ to leading order. It matters most at large tilt, where a small change of angle moves the mean depth most. The first term changes at the same order: expanding $\sigma_z^2(\theta_0+\epsilon)$ to second order and averaging gives $\overline{\sigma_z^2(\theta)}\approx\sigma_z^2(\theta_0)+(\sigma_T^2-\sigma_L^2)\,\overline{\epsilon^2}\cos2\theta_0$. At small tilt this change can outweigh the second term. For the values of the worked example at $\theta_0=7^\circ$ it does, and the angular spread narrows the profile slightly.

\subsection{Directional bias}

If the target deflects ions preferentially to one side, as a crystal may, symmetry about the beam is lost. The cross term must then be kept:
\begin{equation}
\sigma_z^2=\sigma_L^2\cos^2\theta+\sigma_T^2\sin^2\theta
-2\,\mathrm{Cov}(s,v)\sin\theta\cos\theta .
\end{equation}
This form was tested on a density in which the mean of $v$ rises with $s$. At $45^\circ$ the true spread is 25.23 nm, and leaving out the covariance gives 28.53 nm, 13\% too much. The covariance term restores the variance. The mean depth needs a correction too if $\langle v\rangle$ is not zero: it is then $R_p\cos\theta-\langle v\rangle\sin\theta$. In a crystal the moments themselves may change with the beam direction and must then be found at the tilt in question.

\subsection{Layers and the real surface}

The dependence on a uniform target was examined with a model of 200,000 ions, each making 12 straight flights of mean length 10 nm with random deflections between them. It has no energy loss and represents no particular ion or solid. In a uniform medium, normal incidence gives $\sigma_L=35.2$ nm and $\sigma_T=17.5$ nm. From these moments Eq.~(\ref{eq:recall}) predicts a depth spread of 23.20 nm at $60^\circ$, and a separate simulation at that tilt gives 23.09 nm. At $30^\circ$, $60^\circ$ and $75^\circ$ the variances were tested to agree within five combined standard errors. All spreads quoted for this model are sample values that can be off by 0.1 to 0.2 nm, so their last digit is not significant; it is kept only so that spreads from the same run can be compared.

When the mean flight below a depth of 40 nm is reduced to 0.4 of its value above, the agreement is lost. Moments taken at normal incidence in this layered target predict 10.99 nm at $60^\circ$, while direct simulation gives 12.65 nm. The prediction is 13\% too small relative to the direct value. A tilted beam meets the interface after a different path, so the distribution in the beam frame depends on the tilt. Rotating the two variances is then not enough. In this model, however, the layers differ only by a scale factor in the flight lengths, so depth counted in mean flights develops as in the uniform target. To find the depth distribution, the full set of uniform-target displacements can therefore be rotated to the new tilt, after which the part of each depth that lies beyond the interface is multiplied by 0.4. This gives the depths only. The final position along the surface also depends on how much of the sideways motion took place in each layer, which the uniform-target end points do not record. If the layers also differ in composition, so that deflections or energy losses change, this shortcut is not available in general and the transport calculation should be repeated at each tilt.

The same uniform model shows the effect of the surface. At $75^\circ$, 3.8\% of the ions cross the surface plane at some point. Removing them reduces the spread from 19.18 to 16.75 nm. At $60^\circ$ only 0.77\% cross, yet the spread falls from 23.09 to 21.91 nm. The size of this effect follows from splitting the variance between the two groups. Let $q$ be the fraction removed, $\sigma_k$ and $\sigma_r$ the spreads of the kept and removed ions, and $\Delta$ the distance between their mean depths. Then
\begin{equation}
\sigma_z^2=(1-q)\sigma_k^2+q\sigma_r^2+q(1-q)\Delta^2 .
\end{equation}
Solving for the contribution of the removed ions gives
\begin{equation}
\sigma_r^2+(1-q)\Delta^2
=\frac{23.09^2-0.9923\times21.91^2}{0.0077}
\approx7.4\times10^3\ \mathrm{nm}^2 .
\end{equation}
Because $q$ is small, the left side is nearly the mean square distance of the removed ions from the mean depth of the kept ones. Its root is about 86 nm, almost four times $\sigma_k$. A few ions far from the mean therefore carry a noticeable share of the variance.

A small lost fraction is thus not by itself evidence that the variance is safe. Where the surface matters, the retained ions should be simulated with the surface present, and their mean, variance and dose taken from that calculation. The numerical output gives the remaining values for each tilt.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Example: R_p = 100 nm, sigma_L = 35 nm, sigma_T = 25 nm
Fluence normal to beam = 1.0e+14 cm^-2
Tilt 0 deg: mean depth 100.00 nm, sigma_z 35.00 nm, sigma_x 25.00 nm
  surface dose 1.000e+14 cm^-2, peak 1.140e+19 cm^-3, above surface 0.21 %
Tilt 7 deg: mean depth 99.25 nm, sigma_z 34.87 nm, sigma_x 25.18 nm
  surface dose 9.925e+13 cm^-2, peak 1.135e+19 cm^-3, above surface 0.22 %
Tilt 30 deg: mean depth 86.60 nm, sigma_z 32.79 nm, sigma_x 27.84 nm
  surface dose 8.660e+13 cm^-2, peak 1.054e+19 cm^-3, above surface 0.41 %
Tilt 45 deg: mean depth 70.71 nm, sigma_z 30.41 nm, sigma_x 30.41 nm
  surface dose 7.071e+13 cm^-2, peak 9.275e+18 cm^-3, above surface 1.00 %
Tilt 60 deg: mean depth 50.00 nm, sigma_z 27.84 nm, sigma_x 32.79 nm
  surface dose 5.000e+13 cm^-2, peak 7.165e+18 cm^-3, above surface 3.62 %
60 deg: longitudinal part 306.25 nm^2, transverse part 468.75 nm^2, sum 775.00 nm^2
60 deg errors: sigma_L cos(theta) only 17.50 nm; radial variance used 35.27 nm
Leaning density, 45 deg: true sigma_z 25.23 nm, without covariance 28.53 nm
Random flight: 200000 ions per run, 12 flights, mean flight 10 nm
Random flight, normal incidence: R_p 115.8 nm, sigma_L 35.2 nm, sigma_T 17.5 nm
Flight, tilt 30 deg: sigma_z direct 31.46 nm, predicted 31.70 nm
  ions crossing surface 0.20 %, sigma_z of the others 30.93 nm
Flight, tilt 60 deg: sigma_z direct 23.09 nm, predicted 23.20 nm
  ions crossing surface 0.77 %, sigma_z of the others 21.91 nm
Flight, tilt 75 deg: sigma_z direct 19.18 nm, predicted 19.17 nm
  ions crossing surface 3.84 %, sigma_z of the others 16.75 nm
Layered target: interface depth 40 nm, deep/shallow mean-flight ratio 0.4
Layered target, 60 deg: sigma_z direct 12.65 nm, rotated normal-incidence value 10.99 nm
\end{verbatim}
